# Acceptor Ionization in the Depletion Layer of a Frozen MOS Substrate

**Q:** I am estimating the gate voltage of an n-channel transistor at 4 K. The p-type substrate is frozen out: its holes are bound to acceptors, so the acceptors are neutral. I have therefore set the depletion charge to zero, and with it the voltage that this charge drops across the oxide. Is there anything wrong with that?

**A:** Yes. You took the acceptor occupation from the neutral bulk and used it where the bands are bent. Occupation depends on the distance between the acceptor level and the Fermi level, and bending changes that distance.

Let $\psi$ be the electrostatic potential relative to the neutral bulk. Positive $\psi$ lowers all electron energies by $q\psi$, with $q>0$ the elementary charge. In thermal equilibrium the Fermi level $E_F$ stays flat. An ionized acceptor holds one more electron than a neutral one. It has one state, while the neutral acceptor with its bound hole has $g$ states. If $E_A$ is the acceptor level in the bulk, the statistical weight of neutral relative to ionized is $g\,e^{(E_A-q\psi-E_F)/kT}$, so the ionized fraction is

$$f(\psi)=\frac{1}{1+a\,e^{-u}},\qquad u=\frac{q\psi}{kT},\qquad a=g\,e^{(E_A-E_F)/kT}.$$

In a frozen bulk with few compensating donors, $a$ is large and $f(0)$ is small. Half the acceptors are ionized where $u=\ln a$, and a few $kT/q$ beyond that nearly all are.

**Q:** How much bending is that? If it took half a volt, my estimate would still be reasonable.

**A:** We need $a$ from bulk neutrality. Let $E_a=E_A-E_V$ be the acceptor energy above the valence edge and $N_V$ the effective density of valence states. For a dilute hole gas the bulk density is $p_b=N_Ve^{-(E_F-E_V)/kT}$. Writing $E_A-E_F=E_a-(E_F-E_V)$ gives

$$a=g\,e^{E_a/kT}\,\frac{p_b}{N_V}=\frac{p_b}{p_1},\qquad p_1=\frac{N_V}{g}\,e^{-E_a/kT}.$$

I include a density $N_D<N_A$ of ionized compensating donors and define $N=N_A-N_D$. Neutrality equates positive and negative charge:

$$p_b+N_D=\frac{N_A}{1+p_b/p_1}.$$

Multiplying by $p_1+p_b$ and collecting terms gives

$$p_b^2+(p_1+N_D)\,p_b-Np_1=0,$$

of which we take the positive root. On cooling, $p_1\to0$. With $N_D>0$ the quadratic term becomes negligible, so $p_b\approx Np_1/N_D$ and $a\to N/N_D$. The bulk ionized fraction is then

$$f_b=\frac{1}{1+a}\to\frac{N_D}{N_A}.$$

The free holes disappear, but the acceptors that took electrons from donors remain ionized.

Take a model semiconductor with $E_a=0.05$ eV, $g=4$, $N_A=10^{17}$ cm$^{-3}$ and $N_D=10^{15}$ cm$^{-3}$. Its effective band densities are $2(2\pi m^*kT/h^2)^{3/2}$, proportional to $T^{3/2}$, with $m^*$ equal to 0.6 electron masses for the valence band and 1.0 for the conduction band. At 4.2 K, $kT=0.362$ meV and $a=99$, so half ionization needs

$$\psi_{1/2}=0.362\ \text{mV}\times\ln 99=1.66\ \text{mV}.$$

At 20 K it needs 7.9 mV and at 77 K 19.7 mV. All are small beside a surface bending of 0.7 V. The low-temperature values belong to a model with one sharp acceptor level. At this doping an ionized donor is typically about 12 nm from its nearest acceptor and shifts that level by about 10 meV, so in a real crystal at 4.2 K the bending needed is set by such Coulomb shifts rather than by $kT$. It is still small beside 0.7 V.

**Q:** That settles the occupation at a point. I need the total charge. Could the partly ionized edge of the layer remove much of it?

**A:** Poisson's equation answers that. Let $x$ be depth from the oxide. Below inversion I neglect the electron charge. The net negative charge density divided by $q$ is

$$D(\psi)=N_Af(\psi)-N_D-p_be^{-u},$$

and $\psi''=qD/\varepsilon$, where $\varepsilon$ is the semiconductor permittivity. Multiply by $\psi'$. The left side becomes $\tfrac12\,d(\psi'^2)/dx$, and the right side is $(q/\varepsilon)D\,d\psi/dx$. Integrate from the bulk, where $\psi$ and $\psi'$ vanish, to the surface, where $\psi=\psi_s$ and the field is $F_s=-\psi'$:

$$\frac{F_s^2}{2}=\frac{q}{\varepsilon}\int_0^{\psi_s}D\,d\psi.$$

Gauss's law gives $|Q|=\varepsilon F_s$ for the semiconductor charge per area. With $d\psi=(kT/q)\,du$,

$$Q^2=2\varepsilon kT\int_0^{u_s}D\,du.$$

For the acceptor term, multiply numerator and denominator by $e^u$:

$$\int_0^{u_s}\frac{du}{1+ae^{-u}}=\int_0^{u_s}\frac{e^u\,du}{e^u+a}=\ln\frac{e^{u_s}+a}{1+a}=u_s+\ln\frac{f_b}{f_s}.$$

The last step takes $e^{u_s}$ out of the numerator and uses $1+ae^{-u_s}=1/f_s$ and $1+a=1/f_b$, with $f_s=f(\psi_s)$. The donor term integrates to $N_Du_s$ and the hole term to $p_b(1-e^{-u_s})$. Hence

$$Q^2=2\varepsilon kT\left[N_A\left(u_s+\ln\frac{f_b}{f_s}\right)-N_Du_s-p_b(1-e^{-u_s})\right].$$

In deep depletion $f_s\to1$ and $e^{-u_s}\to0$. The bracket becomes $Nu_s-N_A\ln(1/f_b)-p_b$, so

$$|Q|=\sqrt{2\varepsilon qN(\psi_s-\delta)},\qquad \delta=\frac{kT}{q}\,\frac{N_A\ln(1/f_b)+p_b}{N}.$$

The full net doping $N$ multiplies the bending. Freeze-out enters through the voltage offset $\delta$. With all acceptors ionized and no donors, $f_b=1$ and $p_b=N$, which gives the familiar $\delta=kT/q$.

**Q:** You chose a compensated sample. Without donors, the bulk acceptors really do become neutral. Does my argument work there?

**A:** No, although the offset is larger. For $N_D=0$ and $p_1\ll N_A$, the quadratic gives $p_b\approx\sqrt{N_Ap_1}$. Neutrality gives $f_b=p_b/N_A$, so $\ln(1/f_b)=\tfrac12\ln(N_A/p_1)$. The separate $p_b$ term in $\delta$ is negligible, and inserting $p_1$ yields

$$\delta\approx\frac{E_a}{2q}+\frac{kT}{2q}\ln\frac{gN_A}{N_V}.$$

This tends to $E_a/2q$ as $T\to0$, because $T\ln T\to0$. At 20 K the model gives 25.6 mV, with a bulk ionized fraction of only $3.6\times10^{-7}$. Even then, the bending lost from the charge formula is about half the acceptor energy divided by $q$.

With donors, $p_b\to0$ and $f_b\to N_D/N_A$, so $\delta\to(kT/q)(N_A/N)\ln(N_A/N_D)$, which vanishes on cooling in this single-level model. At 4.2 K it is 1.68 mV, already below the Coulomb shifts of the acceptor level that the model leaves out.

**Q:** Put my version beside yours at the same surface bending.

**A:** Use relative permittivity 12 and $\psi_s=0.7$ V. At 4.2 K,

$$\frac{|Q|}{q}=\sqrt{\frac{2\varepsilon N(\psi_s-\delta)}{q}},$$

with $N=9.9\times10^{16}$ cm$^{-3}$ and $\psi_s-\delta=0.7000-0.0017=0.6983$ V. The result is $9.58\times10^{11}$ charges/cm$^2$, or 153 nC/cm$^2$. A finite-difference solution of Poisson's equation agrees with the integrated formula within the tested relative tolerance of $5\times10^{-4}$ at all four temperatures.

Your version fixes $f$ at $f_b$. The fixed charge density is then $N_Af_b-N_D=p_b$ by neutrality. Once the holes are depleted, this gives $|Q_{\rm wrong}|\approx\sqrt{2\varepsilon qp_b\psi_s}$, where I have dropped an offset $kT/q$ from $\psi_s$. In charges/cm$^2$:

| $T$ (K) | $p_b$ (cm$^{-3}$) | Correct | Frozen occupation |
|---|---|---|---|
| 300 | $8.3\times10^{16}$ | $9.41\times10^{11}$ | $8.76\times10^{11}$ |
| 77 | $3.9\times10^{15}$ | $9.45\times10^{11}$ | $1.91\times10^{11}$ |
| 20 | $1.3\times10^{6}$ | $9.53\times10^{11}$ | $3.4\times10^{6}$ |

At 300 K the wrong assumption costs less than a tenth of the correct charge, even when the dropped offset is restored and the entry falls to $8.6\times10^{11}$; at 20 K it loses practically all of it. It also implies a depletion width $|Q_{\rm wrong}|/(qp_b)$ of $3.406\times10^6/1.250\times10^6=2.7$ cm at 20 K, so the semi-infinite substrate assumed in that formula has itself become unrealistic.

The correct charge rises by 1.8% from 300 to 4.2 K. The offset accounts for this: it falls from 26.2 to 1.7 mV, and $\sqrt{698.3/673.8}=1.018$.



**Q:** What does this do to my gate voltage?

**A:** Choose a low surface electron density $n_{\rm on}=10^{15}$ cm$^{-3}$ as an onset marker. It is not a strong-inversion threshold. With gap $E_g$ and effective conduction-band density $N_C$, the surface conduction edge lies $E_g-(E_F-E_V)-q\psi_s$ above $E_F$. Setting $n_{\rm on}=N_Ce^{-[E_g-(E_F-E_V)-q\psi_{\rm on}]/kT}$ gives

$$\psi_{\rm on}=\frac{E_g-(E_F-E_V)}{q}-\frac{kT}{q}\ln\frac{N_C}{n_{\rm on}}.$$

Take a gate work function equal to the semiconductor's electron affinity, and no oxide charge. The substrate work function exceeds the affinity by $E_g-(E_F-E_V)$, so the flat-band voltage is minus that amount divided by $q$. Adding flat-band voltage, surface bending and oxide drop cancels it:

$$V_{\rm on}=-\frac{kT}{q}\ln\frac{N_C}{n_{\rm on}}+\frac{|Q(\psi_{\rm on})|}{C_{\rm ox}}.$$

For $E_g=1.1$ eV, held constant with temperature, and a 5 nm oxide of relative permittivity 4, $C_{\rm ox}=0.708$ µF/cm$^2$. At 4.2 K the first term is $-0.001$ V and the oxide drop is 0.265 V, so $V_{\rm on}=0.264$ V. Your assumption gives $-0.001$ V. I have kept the donors ionized up to the surface, although at this bending those nearest the oxide would capture electrons; for a donor level 45 meV below the conduction edge that changes $V_{\rm on}$ by less than 0.1 mV.

From 300 to 4.2 K the correct onset rises by 0.31 V. The first term supplies 0.26 V. The oxide drop supplies 0.05 V, mainly because $\psi_{\rm on}$ increases from 0.71 to 1.05 V.

These onset values treat the surface electrons classically, which fails at 4.2 K. The surface field at onset is about 177 kV/cm, so the classical layer thickness $kT/qF$ is 0.02 nm, while the lowest confined level lies about 53 meV above the band edge. Including confinement raises the 4.2 K onset to about 0.32 V. A fixed volume density also marks different sheet densities at the two temperatures, about $2\times10^8$ cm$^{-2}$ at 300 K and $2\times10^6$ cm$^{-2}$ at 4.2 K, so the size of the rise depends on the marker. The oxide drop of about a quarter of a volt, which your estimate omits, remains.

**Q:** One thing still bothers me. At 4.2 K, how does a bound hole ever leave its acceptor?

**A:** That is a question about time, and it limits the equilibrium result. If I assume an attempt rate $E_a/h=1.2\times10^{13}$ s$^{-1}$, the thermal emission time $(h/E_a)e^{E_a/kT}$ is about 0.3 s at 20 K but about $10^{47}$ s at 4.2 K. Without help from a field, thermal emission cannot establish the charge at 4.2 K.

A field offers another path. In a uniform field $F$, a simple barrier for the hole is $E_a-qFx'$, where $x'$ is distance from the acceptor, ending at $x'=E_a/qF$. For hole mass $m$, the tunnelling exponent is

$$S=\frac{2}{\hbar}\int_0^{E_a/qF}\sqrt{2m(E_a-qFx')}\,dx'=\frac{4\sqrt{2m}\,E_a^{3/2}}{3\hbar qF},$$

since the integral of the square root contributes $\tfrac23E_a^{3/2}/(qF)$. With the same attempt rate and $m=0.6$ electron masses, a time of 1 s requires $S=\ln(1.2\times10^{13})\approx30$, hence $F\approx20$ kV/cm. The equilibrium surface field at $\psi_s=0.7$ V is 144 kV/cm. The field stays above 20 kV/cm down to a depth of about 84 nm, but the uniform-field barrier fails before that. The hole tunnels toward the bulk, where the bending ends. It can reach a valence state at its own energy only if the bending at its acceptor exceeds $E_a/q=50$ mV. That holds down to about 71 nm, while half ionization lies at about 96 nm. By this estimate, direct tunnelling into the valence band within a second can reach about three quarters of the layer, but not its deeper edge.

The estimate ignores the acceptor's Coulomb attraction and uses the field of a layer that is already ionized. It does not describe how an initially neutral layer charges after a gate step. That also depends on carriers reaching or leaving the layer, for example electrons from the source being captured by neutral acceptors.

**Q:** So I may use the depletion charge at 4 K for a slow measurement, but not automatically for a fast pulse?

**A:** Yes, with "slow" meaning that the acceptors have actually reached equilibrium, which a slow sweep alone does not prove. Hysteresis or dependence on sweep rate would be a reason to doubt it. The formula also assumes isolated acceptors, so it does not cover doping high enough to form an impurity band, and it needs a substrate thicker than the depletion layer. Within those conditions, freeze-out removes the bulk's mobile holes and leaves the depletion layer's net acceptor charge in place.

## Computed results

```
Gap 1.10 eV; acceptor energy 0.050 eV; degeneracy 4
NA 1.00e+17 cm^-3; ND 1.00e+15 cm^-3
Hole mass 0.6 m_e; electron mass 1.0 m_e
Relative permittivity: semiconductor 12, oxide 4
Oxide 5.0 nm; capacitance 0.7083 uF/cm^2
Fixed bending 0.70 V; onset n 1.0e+15 cm^-3
T 300.0 K: kT 25.8520 meV; EF-EV 127.97 meV
  bulk holes 8.261e+16 cm^-3; bulk f 0.83612; surface f 1.00000
  |Q| 150.697 nC/cm^2 x 100 = 9.4057e+11 charges/cm^2
  misconception 8.758e+11 charges/cm^2; offset 26.246 mV
  onset bending 0.7101 V; band term -0.2619 V
  onset gate voltage -0.0475 V; misconception -0.0624 V
T 77.0 K: kT 6.6353 meV; EF-EV 39.54 meV
  bulk holes 3.915e+15 cm^-3; bulk f 0.04915; surface f 1.00000
  |Q| 151.343 nC/cm^2 x 100 = 9.4461e+11 charges/cm^2
  misconception 1.907e+11 charges/cm^2; offset 20.455 mV
  onset bending 1.0068 V; band term -0.0537 V
  onset gate voltage 0.2037 V; misconception -0.0020 V
T 20.0 K: kT 1.7235 meV; EF-EV 44.47 meV
  bulk holes 1.250e+06 cm^-3; bulk f 0.01000; surface f 1.00000
  |Q| 152.722 nC/cm^2 x 100 = 9.5321e+11 charges/cm^2
  misconception 3.406e+06 charges/cm^2; offset 8.017 mV
  onset bending 1.0451 V; band term -0.0105 V
  onset gate voltage 0.2535 V; misconception -0.0105 V
T 4.2 K: kT 0.3619 meV; EF-EV 48.84 meV
  bulk holes 4.811e-43 cm^-3; bulk f 0.01000; surface f 1.00000
  |Q| 153.419 nC/cm^2 x 100 = 9.5757e+11 charges/cm^2
  misconception 2.113e-18 charges/cm^2; offset 1.684 mV
  onset bending 1.0498 V; band term -0.0013 V
  onset gate voltage 0.2640 V; misconception -0.0013 V
Charge ratio 4.2 K / 300 K: 1.0181
77.0 K: f=0.9,0.5,0.1 at 81.77, 91.32, 119.34 nm; half at 19.657 mV
20.0 K: f=0.9,0.5,0.1 at 89.23, 93.96, 105.41 nm; half at 7.920 mV
4.2 K: f=0.9,0.5,0.1 at 93.49, 95.66, 100.91 nm; half at 1.663 mV
Compensated offset limit at 4.2 K: 1.684 mV
Uncompensated 20 K: offset 25.594 mV; bulk f 3.553e-07
Assumed attempt rate: 1.209e+13 s^-1
Thermal emission at 300.0 K: log10(time/s) -12.24
Thermal emission at 77.0 K: log10(time/s) -9.81
Thermal emission at 20.0 K: log10(time/s) -0.48
Thermal emission at 4.2 K: log10(time/s) 46.91
Field for 1 s tunnelling time: 19.64 kV/cm
4.2 K surface field: 144.39 kV/cm
4.2 K depth where field gives 1 s: 83.57 nm
```
